# Why Stronger Coupling Stops Raising Trap Transfer Rates Quadratically

## Question

A carrier in a silicon band state can be captured by a defect in the neighbouring oxide when thermal motion of the atoms brings the two electronic energies together. For a weak electronic coupling $V$, doubling $V$ multiplies the capture rate by four. Why does this law fail at stronger coupling, and what replaces it?

## Answer

### The mechanism: a transfer needs an arrival and a switch

The coupling cannot act alone. If the atoms move classically, they must first reach a configuration where both electronic states have the same energy, and the carrier must then change state while they pass through it. The frequency of arrivals is set by the vibration frequency, the temperature and the barrier height. The coupling decides what fraction of the arrivals succeed. That fraction is a probability, so it cannot grow as $V^2$ without limit.

To make this quantitative, take one band state, one defect state and one classical vibrational mode. Let $q$ be the mass-weighted coordinate, so that the kinetic energy is $v^2/2$ with $v=\dot q$. The energies of the two uncoupled (diabatic) states are

$$U_1=\tfrac12\omega^2q^2,\qquad U_2=\tfrac12\omega^2(q-d)^2+\varepsilon ,$$

and $V$ is constant. The relaxation energy is $\lambda=\omega^2d^2/2$, so $\omega d=\sqrt{2\lambda}$. Expanding the square gives

$$U_2-U_1=\lambda+\varepsilon-\omega^2d\,q .$$

The gap vanishes at $q_c=(\lambda+\varepsilon)/(\omega^2d)$. The crossing energy is therefore

$$E_c=\tfrac12\omega^2q_c^2=\frac{(\lambda+\varepsilon)^2}{2\omega^2d^2}=\frac{(\lambda+\varepsilon)^2}{4\lambda},$$

and the slopes differ by $\omega^2d=\omega\sqrt{2\lambda}$. Since $q_c/d=(\lambda+\varepsilon)/(2\lambda)$, the crossing lies between the minima when $|\varepsilon|<\lambda$. This is the normal case, treated first.

With thermal equilibrium in well 1, the number of arrivals per unit time is the flux through $q_c$ towards well 2:

$$k_{\rm arr}=\frac{e^{-E_c/k_BT}\int_0^\infty v\,e^{-v^2/2k_BT}dv}{\int e^{-v^2/2k_BT}dv\int e^{-\omega^2q^2/2k_BT}dq}.$$

The numerator integral is $k_BT$. The denominator is $\sqrt{2\pi k_BT}\cdot\sqrt{2\pi k_BT}/\omega$. Hence

$$k_{\rm arr}=\frac{\omega}{2\pi}e^{-E_c/k_BT},$$

which does not contain $V$.

### One passage: the Landau–Zener probability

Near the crossing let $v$ be constant. The gap then changes linearly in time at the rate $\alpha=v\,\omega\sqrt{2\lambda}$. Measure energies from the state into which the carrier may switch, and choose the time direction so that the initial state has energy $\alpha t$; the opposite sign gives the same probability by complex conjugation and a change of sign of one amplitude. The amplitudes obey

$$i\hbar\dot a_1=\alpha t\,a_1+Va_2,\qquad i\hbar\dot a_2=Va_1 .$$

Write $a_j(t)=\int dE\,e^{-iEt/\hbar}A_j(E)$. The second equation gives $A_2=VA_1/E$. In the first, integration by parts turns $t\,a_1$ into $-i\hbar\,dA_1/dE$, so

$$\frac{dA_1}{dE}=\frac{i}{\hbar\alpha}\left(E-\frac{V^2}{E}\right)A_1,$$

$$A_1=C\,e^{iE^2/2\hbar\alpha}\,E^{-i\delta},\qquad \delta=\frac{V^2}{\hbar\alpha}.$$

The point $E=0$ is singular, and the initial condition $a_2(-\infty)=0$ decides how to pass it. For $t<0$ the factor $e^{-iEt/\hbar}$ decays in the upper half-plane. Passing above the singularity, $E\to E+i0$, therefore leaves no contribution from it to $a_2$ at early times.

At large $|t|$ the integral for $a_1$ comes from the point of stationary phase, $E=\alpha t$. At late times $E>0$ and $|E^{-i\delta}|=1$. At early times $E=|E|e^{i\pi}$ and $|E^{-i\delta}|=e^{\pi\delta}$. All other factors have equal modulus, so $|a_1(\infty)/a_1(-\infty)|^2=e^{-2\pi\delta}$. The probability of changing diabatic state is

$$P=1-\exp\left(-\frac{2\pi V^2}{\hbar v\,\omega\sqrt{2\lambda}}\right).$$

For a small exponent, $P$ is proportional to $V^2$. For a large one, $P\to1$: the electronic state follows the atoms adiabatically along the lower energy surface. More coupling then has almost nothing left to improve.

### Repeated passages

A carrier that does not switch is not yet a failure. Still on diabat 1, the system climbs, turns round and crosses again at the same speed. Assume that no energy is lost during these uphill excursions, that descent into either well ends the event through energy loss, and that phases between passages average out.

Success on the first passage has probability $P$. The next route to success has three passages:

- the system stays on diabat 1, with probability $1-P$;
- on its way back it switches to diabat 2, with probability $P$, and climbs that diabat on the other side;
- it turns again and stays on diabat 2, with probability $1-P$, descending into well 2.

Each longer route contains two further switches, hence a further factor $P^2$. The total is

$$P+P(1-P)^2(1+P^2+P^4+\cdots)=P\left[1+\frac{(1-P)^2}{1-P^2}\right].$$

Because $1-P^2=(1-P)(1+P)$, the bracket equals $1+(1-P)/(1+P)=2/(1+P)$, and the success probability is

$$\kappa=\frac{2P}{1+P}.$$

For $P\ll1$ this is $2P$: the return passage offers a second chance of nearly equal weight. For $P\to1$ it is 1, because the first passage already succeeds. Repetition thus doubles the weak-coupling result but adds nothing in the adiabatic limit, so the departure from the quadratic law begins earlier than for a single passage.

At $P=1/2$ the accumulated success is 0.500 after one passage, 0.625 after three and 0.656 after five, approaching $2/3$.

### The thermal rate at fixed barrier

Arrivals are weighted by the flux $v\,e^{-v^2/2k_BT}$. With $u=v/\sqrt{k_BT}$ the normalized weight is $u\,e^{-u^2/2}$, and

$$k=\frac{\omega}{2\pi}K(g)e^{-E_c/k_BT},\qquad g=\frac{2\pi V^2}{\hbar\omega\sqrt{2\lambda k_BT}},$$

$$K(g)=\int_0^\infty u\,e^{-u^2/2}\,\frac{2P}{1+P}\,du,\qquad P=1-e^{-g/u}.$$

**Weak coupling.** For $g\ll1$, replace $2P/(1+P)$ by $2g/u$:

$$K\simeq2g\int_0^\infty e^{-u^2/2}du=\sqrt{2\pi}\,g .$$

Very slow arrivals, $u\lesssim g$, violate the replacement, but they carry a flux of order $g^2$. The next term of the expansion, $-3g^2/u^2$, integrated from $u\sim g$ upwards, makes the total error about $3g^2\ln(1/g)$, which is still small compared with $g$. Inserting $g$ gives

$$k\simeq\frac{\omega}{2\pi}\sqrt{2\pi}\,\frac{2\pi V^2}{\hbar\omega\sqrt{2\lambda k_BT}}\,e^{-E_c/k_BT}
=\frac{V^2}{\hbar}\sqrt{\frac{\pi}{\lambda k_BT}}\,e^{-E_c/k_BT}.$$

The golden rule gives the same result. It reads $k=(2\pi V^2/\hbar)\langle\delta(U_2-U_1)\rangle$. The average is the probability density at $q_c$, $\omega e^{-E_c/k_BT}/\sqrt{2\pi k_BT}$, divided by the slope difference $\omega\sqrt{2\lambda}$, or $e^{-E_c/k_BT}/\sqrt{4\pi\lambda k_BT}$. Multiplication by $2\pi V^2/\hbar$ reproduces the expression above. A single-passage count would give half of it.

**Strong coupling.** The missing fraction obeys

$$1-\frac{2P}{1+P}=\frac{1-P}{1+P}\le e^{-g/u},$$

which vanishes at every speed as $g\to\infty$. Hence $K\to1$ and $k\to k_{\rm arr}$. The rate is now limited by how often the atoms reach the crossing.

### What continues to grow: the lowered barrier

This saturation holds at a fixed barrier. Coupling also pushes the two energy surfaces apart and lowers the pass between the wells. For $\varepsilon=0$ put $y=q-d/2$. Then

$$U_{1,2}=\tfrac12\omega^2y^2+\frac{\lambda}{4}\pm\tfrac12\omega^2d\,y .$$

The lower eigenvalue is the mean energy minus $s=\sqrt{V^2+\omega^2\lambda y^2/2}$, where $\omega^2d^2=2\lambda$ was used. Since $\omega^2y^2/2=(s^2-V^2)/\lambda$,

$$E_-=\frac{s^2-V^2}{\lambda}+\frac{\lambda}{4}-s=\frac{(s-\lambda/2)^2}{\lambda}-\frac{V^2}{\lambda}.$$

For $2V<\lambda$ the minima lie at $s=\lambda/2$, with energy $-V^2/\lambda$. The top lies at $y=0$, where $s=V$, with energy $\lambda/4-V$. The barrier is

$$\Delta E=\frac{\lambda}{4}-V+\frac{V^2}{\lambda}=\frac{(\lambda-2V)^2}{4\lambda}.$$

When $V^2/\lambda$ is small compared with $k_BT$, the adiabatic rate at $\varepsilon=0$ therefore grows approximately as $e^{V/k_BT}$. For $\varepsilon\neq0$ the diabats cross with unequal slopes, and to first order in $V$ the pass is lowered by $V\sqrt{1-\varepsilon^2/\lambda^2}$ instead; close to $|\varepsilon|=\lambda$ the pass can disappear altogether. The complete statement is that the factor $V^2$ saturates, while an exponential dependence through the barrier remains.

A near-plateau needs two conditions together: $g$ well above 1, and a barrier lowering well below $k_BT$, which at $\varepsilon=0$ means $V$ well below $k_BT$. Setting $g=1$ defines the changeover coupling

$$V_c=\left(\frac{\hbar\omega\sqrt{2\lambda k_BT}}{2\pi}\right)^{1/2}.$$

Slow modes favour a plateau, because the atoms linger near the crossing and the passage becomes adiabatic at small $V$.

### A numerical case

Take the round model parameters $\lambda=1$ eV, $\varepsilon=0$, $\hbar\omega=1$ meV and $T=300$ K. They describe no particular defect; the slow mode is chosen to separate the two effects. Then $k_BT=25.85$ meV and $E_c=0.25$ eV. The attempt frequency is $2.418\times10^{11}\ \mathrm{s^{-1}}$, so

$$k_{\rm arr}=2.418\times10^{11}\,e^{-250/25.85}\ \mathrm{s^{-1}}\approx1.53\times10^7\ \mathrm{s^{-1}}.$$

At $V=5$ meV,

$$g=\frac{2\pi(0.005)^2}{0.001\sqrt{2\times1\times0.02585}}\approx0.69 .$$

The quadratic law would give $K=\sqrt{2\pi}\,g\approx1.73$, impossible for a probability. The passage theory gives 0.63.

An independent comparison solves the two-state Schrödinger equation for nuclear motion on the same parabolas, with both potentials held constant outside the interval between the two minima, so that a system which descends does not return. With $\mathcal T(E)$ the transmission probability, the factor that replaces $K$ is

$$K_{\rm q}=\int\mathcal T(E)\,e^{-(E-E_c)/k_BT}\,\frac{dE}{k_BT}.$$

It includes interference, tunnelling and barrier lowering, and can exceed 1 because it is measured against arrivals at the original barrier.

| $V$ (meV) | $\sqrt{2\pi}\,g$ | $K$ | $K_{\rm q}$ | $K_{\rm q}e^{-V/k_BT}$ |
|---:|---:|---:|---:|---:|
| 0.25 | 0.0043 | 0.0043 | 0.0043 | 0.0043 |
| 1 | 0.069 | 0.062 | 0.066 | 0.063 |
| 5 | 1.73 | 0.63 | 0.81 | 0.67 |
| 10 | 6.93 | 0.93 | 1.39 | 0.94 |
| 20 | 27.7 | 1.00 | 2.16 | 1.00 |

From 5 to 20 meV the quadratic law predicts a sixteenfold increase. At fixed barrier the rate rises from $0.97\times10^7$ to $1.52\times10^7\ \mathrm{s^{-1}}$, a factor of 1.6. The quantum rate rises from $1.24\times10^7$ to about $3.3\times10^7\ \mathrm{s^{-1}}$, a factor of 2.7. The spatial grid used for the listed output overestimates $K_{\rm q}$ by up to 0.15 per cent (2.161 against a converged 2.158 at 20 meV). Dividing out $e^{V/k_BT}$ leaves a factor that reaches 1 within half a per cent at 20 meV, which identifies barrier lowering as the source of the remaining growth. These quantum rates use the population of the uncoupled well; its lowering at $V=20$ meV, which is 0.4 meV at the minimum, would reduce the rate by about 1.6 per cent.

The average power of $V$ in the quantum rate falls from 1.99 between 0.25 and 0.5 meV to 0.64 between 10 and 20 meV. At fixed barrier the last value is 0.10. The power does not continue towards zero: a factor $e^{V/k_BT}$ has local power $V/k_BT$, which grows with $V$ and reaches 2 at $V=2k_BT$; the term $V^2/\lambda$ in the barrier moves this point to about $2.3\,k_BT$ here. A measured local power of 2 is therefore not by itself evidence of weak coupling.

The changeover occurs at $V_c=6.0$ meV, or $0.23\,k_BT$. For a 20 meV mode with the same $\lambda$ and $T$, $V_c=26.9$ meV, or $1.04\,k_BT$. The hop probability still saturates, but barrier lowering is already strong there and the total rate has no flat region: in the quantum scattering model its local power of $V$ dips only to about 1.7. This quantum is comparable with $k_BT$, so the classical value of $V_c$ is only a guide, and the pronounced breakdown of the quadratic law in the table belongs to the very slow mode.

The passage sum was also tested at energies 0.2 to 0.4 eV above the crossing. For $V=11$ meV the mean single-passage probability is 0.502, the mean of $2P/(1+P)$ is 0.668, and the energy-averaged quantum transmission is 0.671. Averaging over energy removes the interference between passages, as the sum assumes.

### When stronger coupling reduces the transfer

If $|\varepsilon|>\lambda$, the crossing lies outside the interval between the minima, and both diabats rise in the same direction there. A system that reaches the crossing turns back on either diabat and crosses once more before descending. To finish in the other state it must switch on exactly one of the two passages. If the phase between them averages out, the probability is

$$\kappa_{\rm inv}=P(1-P)+(1-P)P=2P(1-P).$$

This reaches at most $1/2$, at $P=1/2$, and vanishes as $P\to1$. Two nearly certain switches return the carrier to its original state. Slow arrivals turn back soon after the crossing, so their phase does not average out, and interference can then carry the transfer above $1/2$. Direct evolution through such a double passage, averaged over phase, gives 0.131, 0.499 and 0.088 for three increasing couplings, in agreement with this formula.

### What this means for an oxide trap

Suppose that $V$ falls as $e^{-\eta z}$ with distance $z$ from the interface, while $\lambda$ and $\varepsilon$ stay the same. In the weak regime the rate then falls as $e^{-2\eta z}$. In the two-state model, a trap close enough to make $g\gg1$ in the normal case loses this distance dependence from the hop probability and keeps it only through the barrier. An electric field in the oxide makes $\varepsilon$ depend on $z$ as well, and the crossing energy then adds a distance dependence of its own, in both regimes.

The result has limits. In the normal case both minima must lie several $k_BT$ below the lowered pass, not merely below the crossing. The mode must also exchange energy with its surroundings fast enough to keep well 1 near equilibrium and to end the event after a descent. If this exchange is too slow, the strong-coupling rate falls below the value given here, however high the barrier. The Landau–Zener formula needs a nearly constant speed across the coupling region, so it is unreliable for arrivals with little kinetic energy at the crossing. Friction strong enough to act near the crossing changes the number of passages. A real band supplies many states, hence many crossings, and the two-state sum does not describe their combined effect. When a carrier leaves the defect for an empty band, or the defect is filled from a full one, each state may be weakly coupled while the total transfer is nearly certain, so $g$ for one state does not tell when a real trap saturates. The atoms were also treated as classical, which requires $\hbar\omega$ to be small compared with $k_BT$. Oxide vibrations can have quanta well above $k_BT$ at room temperature, and nuclear tunnelling then raises the rate when $|\varepsilon|$ is well below $\lambda$. Near $|\varepsilon|=\lambda$ the quantum spread of the atomic positions can lower it instead. The full set of computed values is in the numerical output that follows.

## Computed results

```
MODEL
temperature = 300 K, kT = 25.852 meV
lambda = 1.000 eV, epsilon = 0 eV, Ec = 0.250 eV
hbar omega = 1.00 meV
attempt frequency omega/2pi = 2.4180e+11 s^-1
arrival rate at crossing = 1.5263e+07 s^-1
ONE PASSAGE: exponent, P evolved, P Landau-Zener (no units)
  0.05  0.0481  0.0488
  0.70  0.4974  0.5034
  3.00  0.9541  0.9502
success at P=0.5 after 1, 3, 5, 60 passages (no units):
  0.50000  0.62500  0.65625  0.66667
QUANTUM TEST, E-Ec from 0.2 to 0.4 eV
  V/meV, mean P, mean T quantum, mean 2P/(1+P)
  5  0.1342  0.2385  0.2366
  11  0.5019  0.6710  0.6681
  20  0.8995  0.9481  0.9470
THERMAL FACTORS (no units except V)
  V/meV, g, single, repeated K, V^2 law, quantum, quantum/exp(V/kT)
   0.25  0.00173 0.00215 0.00427  0.00433 0.00432 0.00428
   0.50  0.00691 0.00852 0.01665  0.01732 0.01711 0.01678
   1.00  0.02763 0.03288 0.06166  0.06926 0.06600 0.06350
   2.00  0.11053 0.11881 0.20172  0.27706 0.23167 0.21442
   5.00  0.69081 0.48670 0.63385  1.73160 0.81264 0.66974
  10.00  2.76323 0.88040 0.93284  6.92640 1.38887 0.94334
  20.00 11.05294 0.99801 0.99900 27.70561 2.16059 0.99675
RATES: V/meV, fixed barrier, V^2 law, quantum (all s^-1)
   0.25  6.525e+04  6.607e+04  6.591e+04
   1.00  9.411e+05  1.057e+06  1.007e+06
   5.00  9.674e+06  2.643e+07  1.240e+07
  10.00  1.424e+07  1.057e+08  2.120e+07
  20.00  1.525e+07  4.229e+08  3.298e+07
LOCAL POWER OF V: interval/meV, fixed barrier, quantum
  0.25-0.50  1.961  1.986
  0.50-1.00  1.889  1.947
  1.00-2.00  1.710  1.812
  2.00-5.00  1.250  1.370
  5.00-10.00  0.557  0.773
  10.00-20.00  0.099  0.638
adiabatic barrier at V=20 meV: 230.400 meV
shift of well minimum there: -0.400 meV
COUPLING Vc AT g=1: mode/meV, Vc/meV, Vc/kT
  1  6.016  0.233
  20  26.903  1.041
INVERTED CASE: V (hbar=1 units), evolved, 2P(1-P)
  0.10  0.1310  0.1310
  0.30  0.4992  0.4992
  0.65  0.0877  0.0872
```
